# Fourfold Density Multiplication with a Semi-Implicit Ohta-Kawasaki Scheme, part 1

(Sections cited here and not found follow in the second part.)

## Scaling and symmetry

The Ohta-Kawasaki free energy of a lamellar diblock has four material coefficients. With composition field $\phi$, conserved mean $m$ and guide field $h$, its density is

$$\Big\langle-\tfrac{\tau}{2}\phi^2+\tfrac g4\phi^4+\tfrac\kappa2|\nabla\phi|^2+\tfrac\alpha2(\phi-m)(-\nabla^2)^{-1}(\phi-m)-h\phi\Big\rangle .$$

Brackets denote a volume average in a periodic box. The gradient term penalizes short waves; the nonlocal term, which represents chain connectivity, penalizes long ones. Their costs, $\kappa k^2$ and $\alpha/k^2$, are equal at $k_0=(\alpha/\kappa)^{1/4}$, where each is $\sqrt{\alpha\kappa}$. Take $1/k_0$ as length unit, $\sqrt{\alpha\kappa}/g^{1/2}$ divided by $(\alpha\kappa)^{1/4}$ as field unit, and $\alpha\kappa/g$ as energy-density unit. Three scales remove three coefficients. The survivor is $\tau/\sqrt{\alpha\kappa}=2+\varepsilon$:

$$f=\Big\langle W(\phi)-h\phi+\tfrac12|\nabla\phi|^2+\tfrac12(\phi-m)(-\nabla^2)^{-1}(\phi-m)\Big\rangle,$$
$$W=\tfrac14\phi^4-\tfrac12(2+\varepsilon)\phi^2 .$$

A wave added to a uniform $m=0$ state costs energy in proportion to $k^2+1/k^2-2-\varepsilon$. This first becomes negative at $k=1$, $\varepsilon=0$, so $\varepsilon$ measures the distance beyond ordering in mean field.

Without $h$, shifting any solution gives another solution: lines may form, but nothing selects their positions. Registration must come from the guide. Here $h=h_0$ on stripes of width $L_0/2$, repeated with pitch $P=4L_0$, and zero elsewhere; $L_0$ is the lamellar period. An undistorted lamella contains only harmonics $4,8,12,\dots$ of the guide pitch, so only those harmonics of $h$ pin it at first order.

## Lamella and multiplication window

Set $m=h=0$ and $\phi=A\cos kx$. Since $\langle\cos^2\rangle=1/2$ and $\langle\cos^4\rangle=3/8$,

$$f=\tfrac14aA^2+\tfrac3{32}A^4,\qquad a=k^2+k^{-2}-2-\varepsilon .$$

Setting $\partial f/\partial A=aA/2+3A^3/8=0$ gives $A^2=-4a/3$ and $f=-a^2/3+a^2/6=-a^2/6$, for $a<0$. At $k=1$, $A^2=4\varepsilon/3$ and $f=-\varepsilon^2/6$.

At larger $\varepsilon$ the cubic force generates odd harmonics, $\phi=\sum a_n\cos(nkx)$. With $p_n=nk$, stationarity of the energy with respect to $k$ requires

$$\sum_n a_n^2\left(p_n^2-p_n^{-2}\right)=0 .$$

Harmonics $n\ge3$ contribute positively near $k=1$, so the fundamental must contribute negatively: $k<1$, and the period grows. For $\varepsilon=2.177$, minimization with $n=1,3,5,7$ gives $a_1=1.768$, $a_3=-0.150$, $k=0.984$ and $L_0=6.384$, which is 1.6% above $2\pi$.

Now put $n$ lines into a guide pitch $P$, so $k=nq$ with $q=2\pi/P$. In the one-mode result the lower energy belongs to the smaller $k^2+1/k^2$. Counts $n$ and $n+1$ tie when

$$q^2[(n+1)^2-n^2]=\frac1{q^2}\left[\frac1{n^2}-\frac1{(n+1)^2}\right].$$

The right bracket equals $[(n+1)^2-n^2]/[n^2(n+1)^2]$, hence $q^2=1/[n(n+1)]$ and $P=2\pi\sqrt{n(n+1)}$. With the one-mode $L_0=2\pi$, four lines are preferred for

$$\sqrt{12}<P/L_0<\sqrt{20},\quad\text{that is, }3.464\text{ to }4.472 .$$

The multi-harmonic energies at $\varepsilon=2.177$ give 3.462 to 4.470. This range only compares unguided lamellae forced to repeat with the guide pitch. It is an outer limit only for weak guides: because $h_4>h_5$, the tie between four and five lines moves to 4.49 at $h_0=0.2$ and to 4.51 at $h_0=0.4$, and at $h_0=0.3$ four straight lines at 4.48 lie below both five lines and the crosswise lamella discussed next ($-0.8410$ against $-0.8355$ and $-0.8384$). An unstrained lamella that ignores the guide, for instance one lying across it, also competes. The guided state must pay its strain energy out of the pinning gain $h_4a_1/2$. Four guided lines beat the unstrained lamella only for $P/L_0$ from 3.63 to 4.41 at $h_0=0.2$ and from 3.81 to 4.20 at $h_0=0.05$; this window closes as $h_0\to0$. These edges are for straight lines. Stretched lines buckle at a strain near $2\sqrt{KG}/B$, with the moduli derived below: the straight four-line state is unstable above $P/L_0=4.29$ at $h_0=0.2$ and above 4.14 at $h_0=0.05$. At the upper edges the lower state has four wavy lines, with amplitudes of about $0.14L_0$ and $0.10L_0$. Neither range says that a quench reaches the preferred state.

## Flow and scheme

The chemical potential is the variational derivative of the energy,

$$\mu=W'(\phi)-h-\nabla^2\phi+(-\nabla^2)^{-1}(\phi-m).$$

Conserved relaxation is $\partial_t\phi=\nabla^2\mu$, with constant mobility absorbed into time. Since $\nabla^2(-\nabla^2)^{-1}=-1$ on zero-mean fields,

$$\partial_t\phi=\nabla^2[N(\phi)-\nabla^2\phi]-(\phi-m),$$
$$N=\phi^3-(2+\varepsilon)\phi-h .$$

Multiplying $\partial_t\phi=\nabla^2\mu$ by $\mu$ and integrating by parts gives $df/dt=-\langle|\nabla\mu|^2\rangle\le0$.

Treat $N$ explicitly and the stiff linear terms implicitly, and add a stabilizer $S(\phi'-\phi)$ that vanishes as the step shrinks. With $\phi'$ the new field,

$$\frac{\phi'-\phi}{\Delta t}=\nabla^2[N(\phi)+S(\phi'-\phi)-\nabla^2\phi']-(\phi'-m).$$

In Fourier space $\nabla^2\to-k^2$. Collecting $\hat\phi'$ on the left, for $k\ne0$,

$$\hat\phi'=\frac{(1+\Delta t\,Sk^2)\hat\phi-\Delta t\,k^2\hat N}{1+\Delta t(Sk^2+k^4+1)} .$$

At $k=0$ the Laplacian vanishes and $\phi-m$ has no mean, so $\hat\phi'=\hat\phi$. This is mass conservation. Using the $k\ne0$ formula there would instead divide the mean by $1+\Delta t$ at each step.

```
choose eps, h, dt;  S = 2 + eps
K = k2 + 1/k2  (set K = 0 at k = 0)
D = 1 + dt*k2*(S + K)
p = FFT(phi)
repeat:
    Nhat = FFT(phi^3 - (2+eps)*phi - h)
    p = ((1 + dt*S*k2)*p - dt*k2*Nhat) / D
    phi = inverse_FFT(p)
    record mean(phi), max|phi|, energy(phi,p)
```

For $M$ grid points, a step costs two transforms, $O(M\log M)$ operations, and $O(M)$ memory. The energy needs no further transform: local terms are averaged on the grid, and quadratic terms are summed from the stored spectrum.

## Energy decrease and its condition

Let $\delta=\phi'-\phi$, $\psi=\phi-m$, $\psi'=\phi'-m$ and $\mathcal A=-\nabla^2+(-\nabla^2)^{-1}$. Write $\|\delta\|^2=\langle\delta^2\rangle$ and $\|\delta\|_{-1}^2=\langle\delta(-\nabla^2)^{-1}\delta\rangle$. Apply $(-\nabla^2)^{-1}$ to the scheme, multiply by $\delta$ and average. Constants drop out because $\langle\delta\rangle=0$:

$$\langle\delta N\rangle=-\frac1{\Delta t}\|\delta\|_{-1}^2-S\|\delta\|^2-\langle\delta\mathcal A\psi'\rangle .$$

The quadratic energy changes by

$$\tfrac12\langle\psi'\mathcal A\psi'\rangle-\tfrac12\langle\psi\mathcal A\psi\rangle=\langle\delta\mathcal A\psi'\rangle-\tfrac12\langle\delta\mathcal A\delta\rangle,$$

as substitution of $\psi=\psi'-\delta$ shows. The local energy changes by $\langle\delta N\rangle+R$, where

$$R=\langle W(\phi')-W(\phi)-W'(\phi)\delta\rangle .$$

Adding the two changes cancels $\langle\delta\mathcal A\psi'\rangle$:

$$\Delta f=-\left(\frac1{\Delta t}+\frac12\right)\|\delta\|_{-1}^2-S\|\delta\|^2-\frac12\|\nabla\delta\|^2+R .$$

By Taylor's theorem $R=\frac12\langle W''(\zeta)\delta^2\rangle$, with $\zeta$ between $\phi$ and $\phi'$ at each point. If both fields satisfy $|\phi|\le\sqrt{2+\varepsilon}$, then $W''=3\zeta^2-(2+\varepsilon)\le2(2+\varepsilon)$ and $R\le(2+\varepsilon)\|\delta\|^2$. Thus $S=2+\varepsilon$ suffices for decrease at any $\Delta t$. The argument carries over to the grid, aliasing included, because the nonlinear terms act pointwise and the quadratic terms obey Parseval's identity.

The amplitude condition is checked during the run, not guaranteed beforehand. For a peak $M_\phi$, the same argument shows that $S\ge(3M_\phi^2-2-\varepsilon)/2$ suffices. It is not necessary: for each mode $(1/\Delta t+1/2)/k^2+k^2/2\ge\sqrt{1+2/\Delta t}$, so the energy falls whenever $S+\sqrt{1+2/\Delta t}\ge(3M_\phi^2-2-\varepsilon)/2$. At $\Delta t=0.1$ and $\varepsilon=2.177$ this covers peaks up to 2.11 with $S=0$ and up to 2.69 with $S=2+\varepsilon$. The stabilizer matters at large steps: with $S=0$ and $\Delta t=100$ the energy rose.

In a test on one guide pitch at $\varepsilon=2.177$, 300 steps of $\Delta t=100$ all lowered the energy, and the field stayed within its bound. Stability is not accuracy, however. About $\phi=0$ with $h=0$, the scheme gives

$$\frac{\hat\phi'-\hat\phi}{\Delta t}=\frac{\sigma\hat\phi}{1+\Delta t(Sk^2+k^4+1)},$$
$$\sigma=(2+\varepsilon)k^2-k^4-1 .$$

At $k=1$, $\varepsilon=2.177$ and $\Delta t=0.1$, the denominator is $1+0.1(4.177+2)=1.62$: early growth is noticeably slowed. Against a stiff differential-equation solver at time 2, on one guide pitch with a smooth start, the largest field error was 0.0063 for $\Delta t=0.01$ and 0.0030 for 0.005. These are 0.36% and 0.17% of $a_1$. The ratio 2.1 agrees with first-order accuracy and approaches 2.0 on further halving. At the step 0.1 used in the worked run, a similar start gives an error of 0.17, about 10% of $a_1$; with $S=0$ it is 0.026, so most of it comes from the stabilizer.

## Why the quench is divided

Setting $d\sigma/d(k^2)=0$ gives the fastest growth at $k^2=1+\varepsilon/2$, with $\sigma=k^4-1$. A deep quench of this flow first amplifies waves shorter than the equilibrium period. How much shorter depends on the constant mobility assumed. With the chain function $F$ derived below at $\chi N=18$, the fastest $k^2$ is 2.0 for constant mobility but 1.3 for a mobility that falls with $k$ as the Debye function of the chain. With $n$ lines per guide pitch, measured growth rates are:

| $\varepsilon$ | $n=4$ | $n=5$ |
|---|---:|---:|
| 0.250 | 0.241 | 0.115 |
| 2.177 | 2.107 | 3.028 |

The guide also drives growth. Its cosine coefficient is

$$h_n=\frac2P\int_{-L_0/4}^{L_0/4}h_0\cos\frac{2\pi nx}{P}\,dx=\frac{2h_0}{n\pi}\sin\frac{n\pi}{8}.$$

For $h_0=0.2$, $h_4=0.0318$; sampling on 16 cells per $L_0$ changes it to 0.0314. Starting from zero, $\dot\phi_4=\sigma\phi_4+k^2h_4$ gives

$$\phi_4=\frac{k^2h_4}{\sigma}\left(e^{\sigma t}-1\right).$$

In the shallow quench the prefactor is $0.969\times0.0314/0.241=0.126$. White noise of rms 0.2 on $128\times96=12\,288$ points has a typical cosine amplitude $2\times0.2/\sqrt{12\,288}=0.0036$. Once $e^{\sigma t}\gg1$, the guided wave is therefore about 35 times as large as a single noise wave of similar growth rate. This factor depends on grid and box. A thermal disordered start, at $\varepsilon=-0.5$ or $-1$ with the values of $T/H$ used below, has amplitudes of 0.014 to 0.030 at $k=1$; the noise-free two-stage anneal still registered all rows from three such starts. The true margin is smaller, because many noise waves add and the guide also drives $n=5$. At $t=7$ the same linear formulas give 0.56 for $n=4$, 0.37 for $n=5$ and 0.14 for the summed noise ($\sqrt2$ times its rms, to compare with an amplitude), so $n=4$ leads as the field saturates. These values overshoot, because the cubic term already acts: for one seed at $\Delta t=0.02$ the full flow has 0.34, 0.16 and 0.09 at $t=7$, and at $t=12$ it has 0.55 for $n=4$ and 0.07 for $n=5$.

In the deep quench the prefactor falls to $0.969\times0.0314/2.107=0.014$. The fastest noise waves have $k^2=2.09$ and $\sigma=3.36$. Such a wave, $0.0036\,e^{3.36t}$, finally overtakes the guided wave, $0.014(e^{2.11t}-1)$, near $t=1.0$. The guided wave would reach $a_1$ only at $t\simeq\ln(1.77/0.014)/2.11=2.3$. A single noise wave understates the competition. Summed over all modes, the rms of the noise is 8 to 12 times the rms of the guided wave from $t=0.25$ to 1. The guide also drives $n=5$ and $n=6$ more strongly than $n=4$ from the start, and they grow faster: at $t=1$ they reach 0.23 and 0.26 against 0.10. Either effect alone can spoil registration. With noise of rms 0.002 a direct quench ends with five lines per pitch, and with only $h_4$ kept in the guide and noise 0.2 it registers 17% of rows. This linear estimate predicts competition before saturation; it does not determine the final defects. It also describes the continuous flow. At the step $\Delta t=0.1$ used below, the scheme's denominator divides the two rates by 2.41 and 1.60, leaving 1.40 and 1.32, and it moves the fastest wave to $k^2\approx1.5$, next to $n=5$, where the divided rate is about 1.55; so the estimate is not a quantitative account of that run.

We now have the scaled model, an energy-decreasing scheme with its condition, and a linear estimate of why a shallow first quench helps the guided four-line wave to lead. It remains to test the two-stage anneal in a full run, relate the model to a real polymer, and estimate the effect of thermal noise.

Numbers in the example were calculated in double precision.
